# Inferring U/t of a Two-Site Hubbard Bond from Natural Occupation

## Problem

A metal-metal bond is modelled by two equivalent sites, $a$ and $b$, with one orthonormal real orbital each and two electrons in all. The Hamiltonian is

$$H=-t\sum_\sigma\left(a_\sigma^\dagger b_\sigma+b_\sigma^\dagger a_\sigma\right)+U\left(n_{a\uparrow}n_{a\downarrow}+n_{b\uparrow}n_{b\downarrow}\right),\qquad t>0,\; U>0 .$$

Here $t$ is the hopping and $U$ the repulsion of two electrons on one site. The site energy is the zero of energy.

Natural occupations are the eigenvalues of the one-particle density matrix $D_{pq}=\sum_\sigma\langle c_{p\sigma}^\dagger c_{q\sigma}\rangle$. They are summed over spin, so each lies between 0 and 2. In the exact singlet ground state of this model the antibonding natural orbital has occupation $n=0.2$.

1. Find $U/t$.
2. For $t=0.5$ eV, find $U$, the singlet-triplet gap and the weight of configurations with both electrons on one site.
3. How strongly does an error in $n$ affect the inferred ratio?

## Hints

**Hint 1.** Exchange of the two sites is a symmetry. Use the orbitals $g=(a+b)/\sqrt2$ and $u=(a-b)/\sqrt2$, and ask which two-electron singlets are even under the exchange.

**Hint 2.** To find the repulsion matrix elements, expand the doubly occupied configurations $g^2$ and $u^2$ in site configurations. The repulsion acts on the doubly occupied sites alone.

**Hint 3.** A one-electron operator cannot connect $g^2$ to $u^2$. What does this say about the density matrix?

**Hint 4.** Write the ground state with a mixing angle $\theta$. The occupation gives $\cos2\theta$; the Hamiltonian gives $\tan2\theta$.

## Full solution

### The even singlets

Define the ionic and covalent singlets

$$|I\rangle=\frac{a_\uparrow^\dagger a_\downarrow^\dagger+b_\uparrow^\dagger b_\downarrow^\dagger}{\sqrt2}|0\rangle,\qquad |C\rangle=\frac{a_\uparrow^\dagger b_\downarrow^\dagger+b_\uparrow^\dagger a_\downarrow^\dagger}{\sqrt2}|0\rangle .$$

Multiplying out the bonding pair gives

$$|g^2\rangle=g_\uparrow^\dagger g_\downarrow^\dagger|0\rangle=\tfrac12(a_\uparrow^\dagger+b_\uparrow^\dagger)(a_\downarrow^\dagger+b_\downarrow^\dagger)|0\rangle=\frac{|I\rangle+|C\rangle}{\sqrt2}.$$

For the antibonding pair the two cross terms change sign, so $|u^2\rangle=(|I\rangle-|C\rangle)/\sqrt2$.

The hopping is diagonal in $g$ and $u$, because

$$g_\sigma^\dagger g_\sigma-u_\sigma^\dagger u_\sigma=a_\sigma^\dagger b_\sigma+b_\sigma^\dagger a_\sigma .$$

Each electron in $g$ therefore contributes $-t$ and each in $u$ contributes $+t$. The one-electron splitting is $2t$, and the pairs have hopping energies $-2t$ and $+2t$.

The repulsion gives $U$ on $|I\rangle$ and zero on $|C\rangle$. Since $|I\rangle$ has amplitude $1/\sqrt2$ in both pairs, all four repulsion matrix elements equal $U/2$. In the order $g^2,u^2$,

$$H=\begin{pmatrix}-2t+U/2&U/2\\U/2&2t+U/2\end{pmatrix}.$$

### The ground state

Set $R=\tfrac12\sqrt{U^2+16t^2}$, $\cos2\theta=2t/R$ and $\sin2\theta=U/(2R)$. These satisfy $\cos^22\theta+\sin^22\theta=1$, and their quotient is $\tan2\theta=U/(4t)$. The matrix becomes

$$H=\frac U2+R\begin{pmatrix}-\cos2\theta&\sin2\theta\\ \sin2\theta&\cos2\theta\end{pmatrix}.$$

Apply the last matrix to the vector $(\cos\theta,-\sin\theta)$. The components are

$$-\cos2\theta\cos\theta-\sin2\theta\sin\theta=-\cos\theta,$$
$$\sin2\theta\cos\theta-\cos2\theta\sin\theta=\sin\theta .$$

The result is $-1$ times the original vector. Hence

$$|\Psi\rangle=\cos\theta\,|g^2\rangle-\sin\theta\,|u^2\rangle,\qquad E_S=\frac U2-R=\frac{U-\sqrt{U^2+16t^2}}2<0 .$$

The minus sign reduces the ionic amplitude, as repulsion should.

The other states must lie higher. In the triplet with two parallel spins, each hop is blocked by the Pauli principle and no site is doubly occupied, so its energy is 0; spin rotation gives the same energy for all three components. In the odd ionic singlet $(a_\uparrow^\dagger a_\downarrow^\dagger-b_\uparrow^\dagger b_\downarrow^\dagger)|0\rangle/\sqrt2$, hopping from the two terms produces the same covalent state with opposite signs. It cancels and leaves energy $U$. The second even singlet lies at $U/2+R$. Thus $|\Psi\rangle$ is the ground state.

### From occupation to ratio

The operator $g_\sigma^\dagger u_\sigma$ moves one electron. It turns $u^2$ into a configuration with one electron in each orbital, which is orthogonal to both $g^2$ and $u^2$. The density matrix is therefore diagonal in $g$ and $u$. The antibonding orbital holds two electrons with probability $\sin^2\theta$, so

$$n=2\sin^2\theta=1-\cos2\theta=1-\frac{4t}{\sqrt{U^2+16t^2}} .$$

Now isolate the root and square:

$$\sqrt{U^2+16t^2}=\frac{4t}{1-n},\qquad U^2=16t^2\left[\frac1{(1-n)^2}-1\right]=16t^2\,\frac{n(2-n)}{(1-n)^2}.$$

For repulsive $U$ the positive root applies:

$$\boxed{\frac Ut=\frac{4\sqrt{n(2-n)}}{1-n}},\qquad 0<n<1 .$$

The occupation rises steadily with $U>0$, so the answer is unique. With $n=0.2$,

$$\frac Ut=\frac{4\sqrt{0.2\times1.8}}{0.8}=\frac{4\times0.6}{0.8}=3 .$$

This number rests on a convention, the spin-summed occupation, and on a physical assumption, the repulsive sign of $U$. If 0.2 were the occupation of each antibonding spin orbital, $n$ would be 0.4 and the ratio $16/3\approx5.33$. The sign of $U$ must also be known: $U=-3t$ gives the same $n$, because $n$ depends on $U^2$.

### Limits

For $U\ll t$, expanding $1-[1+(U/4t)^2]^{-1/2}$ gives $n\approx U^2/(32t^2)$. A single determinant is then a good start. For $U\gg t$, $n\approx1-4t/U$: both natural orbitals approach single occupation, and the gap $-E_S$ approaches $4t^2/U$, the antiferromagnetic exchange of two local spins. At $U/t=3$ neither limit is accurate. Inverting the weak-coupling law, for example, gives $4\sqrt{2n}=2.53$, which is 16% below the correct ratio.

### Numbers for $t=0.5$ eV

The repulsion is $U=3\times0.5=1.5$ eV. The ground energy is

$$E_S=\frac{1.5-\sqrt{1.5^2+16\times0.5^2}}2=\frac{1.5-2.5}{2}=-0.5\ \text{eV}.$$

With the triplet at zero, the singlet-triplet gap is 0.5 eV, equal to $t$ at this ratio.

The configuration $u^2$ has weight $n/2=0.1$, and $g^2$ has weight 0.9. The effective bond order, half the difference of the occupations, is $(1.8-0.2)/2=0.8$.

The ionic amplitude is $(\cos\theta-\sin\theta)/\sqrt2$, so the ionic weight is

$$w_I=\frac{1-\sin2\theta}{2}=\frac{1-0.6}{2}=0.2 .$$

Its equality with $n$ is a coincidence of this ratio. At $U=0$ the ionic weight is 0.5 while $n=0$. The ionic weight also settles the sign of $U$: for $U=-3t$ it is 0.8, although $n$ is still 0.2.

### Sensitivity

Let $r=U/t$. Differentiating $r^2=16[(1-n)^{-2}-1]$ gives $2r\,dr/dn=32(1-n)^{-3}$, hence

$$\frac{dr}{dn}=\frac{16}{r(1-n)^3}=\frac{16}{3\times0.512}=10.4 .$$

An absolute error of 0.01 in $n$ changes the ratio by about 0.10: occupations 0.19 and 0.21 give 2.90 and 3.10. In relative terms, a 5% error in $n$ becomes an error of about 3.5% in $U/t$.

### Relation to a real metal-metal bond

The values of $t$ and $U$ are round model parameters and belong to no particular compound. The model suits one weakly overlapping orbital pair, such as the $\delta$ component of a multiple metal-metal bond, if the other electrons can be absorbed into effective parameters. The unscreened repulsion in a Hartree-Fock valence $d$ orbital is about 14 eV for neutral Mo and Re and about 20 eV for neutral Cr, rising to about 16, 16 and 23 eV in Mo$^{2+}$, Re$^{3+}$ and Cr$^{2+}$, so $U=1.5$ eV is far below it and must be read as an effective quantity. Two things reduce it: screening by the other electrons, and the repulsion between electrons on different sites, which the model omits. The first variation shows that the occupation responds to the difference of on-site and intersite repulsion. An intersite repulsion of only 0.3 eV, chosen for illustration, raises the inferred $U$ by 20% at fixed $t$ and $n$; without screening it is about 6 eV for a $\delta$ pair at a bond length near 2 Å. That still leaves a difference near 8 eV for neutral-atom Mo and Re orbitals, so intersite repulsion alone does not bring the value down to 1.5 eV; the rest must come from effects outside the two atomic orbitals. Temperature matters little for these parameters: at 300 K, with $k_BT=0.0259$ eV, the triplet population is $1.2\times10^{-8}$.

## Variation 1: further Coulomb integrals

**Question.** Add intersite repulsion $V=(aa|bb)$, density-assisted hopping $X=(aa|ab)=(bb|ab)$ and exchange $K=(ab|ab)$. What does $n=0.2$ determine now?

**Solution.** The spatial parts of the even singlets are $C=(ab+ba)/\sqrt2$ and $I=(aa+bb)/\sqrt2$, where the first letter refers to electron 1. For the electron repulsion $W$,

$$\langle C|W|C\rangle=V+K,\qquad \langle I|W|I\rangle=U+K,\qquad \langle I|W|C\rangle=\tfrac12\times4X=2X .$$

Hopping adds $\tfrac12[(-2t)-(2t)]=-2t$ to the coupling of $I$ and $C$. In the order $C,I$,

$$H=(V+K)+\begin{pmatrix}0&-2(t-X)\\-2(t-X)&U-V\end{pmatrix}.$$

This is the original problem with $t\to t-X$ and $U\to U-V$. For $t>X$ and $U>V$, the occupation therefore fixes

$$\frac{U-V}{t-X}=3 .$$

Exchange shifts both even singlets equally and leaves $n$ unchanged. The triplet, with spatial part $(ab-ba)/\sqrt2$, has energy $V-K$, so exchange lowers the singlet-triplet gap by $2K$. The singlet remains the ground state while this gap is positive.

Keep $t=0.5$ eV and choose $V=0.3$, $X=0.05$ and $K=0.02$ eV. Then

$$U=0.3+3(0.5-0.05)=1.65\ \text{eV},\qquad U/t=3.3 .$$

For this positive $X$ the corrections partly cancel: $V$ alone gives $U=1.8$ eV, and $X$ alone gives 1.35 eV. The positive sign is an illustration only. For symmetrically orthogonalized orbitals with $t>0$, unscreened $X$ comes out negative, about $-0.03$ to $-0.14$ eV for the atomic $\delta$ pairs of Cr, Mo and Re and $-0.1$ to $-0.2$ eV for H$_2$ in a minimal basis, and for negative $X$ both corrections raise the inferred $U$. With $K$ alone and $U=1.5$ eV, the gap falls from 0.50 to 0.46 eV.

## Variation 2: inequivalent sites

**Question.** Return to $V=X=K=0$, but give the sites energies $\pm\Delta/2$. How does a small $\Delta$ change the ratio inferred from a smaller natural occupation of 0.2?

**Solution.** The new term couples $I$ to the odd ionic singlet $J=(aa-bb)/\sqrt2$ with strength $\Delta$. Let $c,i,j$ be the normalized amplitudes of $C,I,J$, and write $E=-\varepsilon$. The eigenvalue equations give

$$c=\frac{2t}{\varepsilon}i,\qquad j=-\frac{\Delta}{U+\varepsilon}i,\qquad U+\varepsilon-\frac{\Delta^2}{U+\varepsilon}=\frac{4t^2}{\varepsilon}.$$

The spatial wavefunction has the coefficient matrix

$$M=\frac1{\sqrt2}\begin{pmatrix}i+j&c\\c&i-j\end{pmatrix},\qquad D=2MM^T .$$

The two occupations sum to 2, and their product is $\det D=4(\det M)^2$. Therefore

$$n(2-n)=q^2,\qquad q=c^2+j^2-i^2=\frac{s-1}{s+1},\qquad s=\frac{4t^2}{\varepsilon^2}+\frac{\Delta^2}{(U+\varepsilon)^2}.$$

Expand about $U=3t$, where $\varepsilon=t$, $s=4$ and $q=0.6$. With $d=\Delta/t$, the energy equation gives $5\,\delta\varepsilon/t=d^2/4$, so $\delta\varepsilon/t=d^2/20$. Then

$$\delta s=-\frac{8d^2}{20}+\frac{d^2}{16}=-0.3375\,d^2,$$
$$\delta q=\frac{2\,\delta s}{(s+1)^2}=-0.027\,d^2,\qquad \delta n=\frac{q\,\delta q}{1-n}=-0.02025\,d^2 .$$

To restore $n=0.2$, the ratio must rise by $10.42\times0.02025\,d^2$:

$$\frac Ut\approx3+0.211\left(\frac\Delta t\right)^2 .$$

For $t=0.5$ eV and $\Delta=0.2$ eV, this gives 3.034, in agreement with direct diagonalization, which gives $U=1.517$ eV. If $U$ is instead held at 1.5 eV, the smaller occupation falls to 0.1968. Asymmetry favours the pair on the lower site, and for $\Delta\gg U,t$ that pair becomes a single determinant with $n\to0$. A small $n$ therefore indicates weak on-site repulsion only if the asymmetry is known to be small and, by the first variation, the intersite repulsion is small as well.

## Numbers as computed

```
hopping t = 0.500 eV
target antibonding occupation, spin-summed = 0.200
inferred repulsion U = 1.500000 eV
inferred ratio U/t = 3.000000
bonding natural occupation = 1.800000
antibonding natural occupation = 0.200000
effective bond order = 0.800000
singlet ground energy = -0.500000 eV
singlet-triplet gap = 0.500000 eV
weight of u^2 configuration = 0.100000
weight of g^2 configuration = 0.900000
ionic weight = 0.200000
at U=0: antibonding occupation = 0.000000
at U=0: ionic weight = 0.500000
at -U: antibonding occupation = 0.200000
at -U: ionic weight = 0.800000
U/t if 0.2 is per spin orbital = 5.333333
U/t for occupation 0.19 = 2.8960
U/t for occupation 0.21 = 3.1043
sensitivity d(U/t)/dn = 10.4167
chosen intersite repulsion V = 0.300 eV
U inferred with V alone = 1.8000 eV
chosen density-assisted hopping X = 0.050 eV
U inferred with X alone = 1.3500 eV
chosen intersite exchange K = 0.020 eV
singlet-triplet gap with K alone = 0.4600 eV
U inferred with V, X and K = 1.6500 eV
bare U/t with V, X and K = 3.3000
(U-V)/(t-X) with V, X and K = 3.0000
chosen site-energy difference delta = 0.200 eV
smaller occupation with delta at U/t=3 = 0.19677
U inferred with delta alone = 1.5168 eV
U/t inferred with delta alone = 3.0335
temperature = 300 K
thermal energy kT = 0.02585 eV
thermal triplet population = 1.195e-08
thermal change of antibonding occupation = 9.563e-09
```
